Surface Truncation of a Gaussian Implant with Equal Range and Straggle

**Problem**

The depth profile of an ion implant is modelled by a Gaussian with projected range R, straggle s and dose Q:

n(x) = Q/(√(2π) s) · exp[−(x − R)²/(2s²)]

Depth x is measured into the solid from its surface at x = 0. The range is so short that R = s, and the Gaussian then extends noticeably to x < 0, where there is no solid. The model is repaired by truncation: n is set to zero for x < 0 and left unchanged for x > 0.

(a) Show that 84.1 percent of the dose is retained.

(b) Show that the mean depth of the retained ions is 0.288 s greater than R.

(c) Find the standard deviation of the retained profile. What does it imply for the choice of R and s?

(d) Evaluate the results for boron in silicon at roughly 500 eV, with R = s = 2.4 nm and Q = 1×10¹⁵ cm⁻². Estimate the main effects that the model leaves out.

**Solution**

**Conventions.** R and s are the mean and standard deviation of the parent Gaussian, the one defined on the whole line. Q is its integral over the whole line. No physical constant enters the algebra, so the formulas read the same in atomic units and in nanometres.

Two functions are needed, the standard normal density and its cumulative integral:

φ(u) = exp(−u²/2)/√(2π)

Φ(u) = ∫ from −∞ to u of φ(v) dv

Since φ is even and has unit area, Φ(−u) = 1 − Φ(u). The ratio r = R/s is kept general at first, because this shows how the result depends on it.

**(a) Retained dose**

Substitute u = (x − R)/s, so that dx = s du and n dx = Q φ(u) du. The surface x = 0 becomes u = −r. The retained dose is

Q₊ = Q ∫ from −r to ∞ of φ(u) du = Q [1 − Φ(−r)] = Q Φ(r)

For R = s this is Q Φ(1). To evaluate it, split the integral at zero. The part below zero contributes 1/2, and in the rest the exponential is expanded in powers of u²:

Φ(1) = 1/2 + (1/√(2π)) ∫ from 0 to 1 of Σ (−1)ᵏ u²ᵏ/(2ᵏ k!) du

Integrating u²ᵏ from 0 to 1 gives 1/(2k + 1), so

Φ(1) = 1/2 + (1/√(2π)) [1 − 1/6 + 1/40 − 1/336 + 1/3456 − …]

The five terms shown add up to 0.855646, which gives Φ(1) ≈ 0.841354. The terms alternate in sign and fall in size, so the error in the bracket is smaller than the first omitted term, 1/42240. Multiplied by 1/√(2π), this bounds the error in Φ(1) by 9.4×10⁻⁶. Direct numerical integration of the truncated Gaussian gives 0.841345, inside that bound. Hence

Q₊ = 0.841 Q

and 15.9 percent of the parent dose is removed.

**(b) Mean depth**

Differentiating the Gaussian brings down a factor −(x − R)/s²:

dn/dx = −(x − R) n/s²

and therefore

(x − R) n = −s² dn/dx

Integrate over the solid. The right-hand side is a total derivative, and n vanishes at infinity:

∫ from 0 to ∞ of (x − R) n dx = −s² [n(∞) − n(0)] = s² n(0)

Dividing by the retained dose gives the distance Δ by which the mean of the retained ions lies beyond R:

Δ = s² n(0)/Q₊

The shift is thus set by the concentration at the cut. With n(0) = Q φ(r)/s, where φ(−r) = φ(r) has been used, and Q₊ = Q Φ(r),

Δ = s φ(r)/Φ(r)

For r = 1,

Δ = s × 0.241971/0.841345 = 0.288 s

The mean is at R + 0.288 s = 1.288 s. The maximum of the profile stays at x = R, because truncation does not alter the curve inside the solid. The mean moves because only shallow positions have been removed.

A balance of first moments confirms this. The parent has mean R, so the retained and removed parts must have equal and opposite first moments about R. If the removed part has mean x₋, then

Φ(r) Δ = Φ(−r) (R − x₋)

and, since Φ(r) Δ = s φ(r),

x₋ = R − s φ(r)/Φ(−r)

For r = 1 this gives x₋ = −0.525 s. The removed part is small, 0.159 of the dose, but its mean is 1.525 s from R. The product 0.159 × 1.525 s = 0.242 s equals 0.841 × 0.288 s to the digits shown.

**Other ratios.** For a deep implant, r ≫ 1, Φ(r) tends to 1 and Δ tends to s φ(r), which falls off as a Gaussian in r: truncation then hardly matters. At r = 0 the cut passes through the maximum, half the dose is kept, and Δ = s φ(0)/(1/2) = √(2/π) s. Between these limits Δ/s falls steadily as r grows, since φ(r) decreases and Φ(r) increases.

**(c) Standard deviation, and the meaning of R and s**

Use (x − R) n = −s² dn/dx once more and integrate by parts:

∫ from 0 to ∞ of (x − R)² n dx = −s² ∫ from 0 to ∞ of (x − R) (dn/dx) dx

= −s² [(x − R) n] from 0 to ∞ + s² ∫ from 0 to ∞ of n dx

The bracket is 0 − (−R) n(0) = R n(0), so the result is −s² R n(0) + s² Q₊. Dividing by Q₊ and using s² n(0)/Q₊ = Δ gives the mean square distance from R, namely s² − RΔ. The variance is taken about the new mean R + Δ, which subtracts Δ²:

variance = s² − RΔ − Δ²

For R = s and Δ = 0.2876 s,

variance = s² (1 − 0.2876 − 0.0827) = 0.630 s²

The standard deviation is 0.794 s, smaller than that of the parent. The ratio of mean to standard deviation is 1.288/0.794 = 1.62 for the retained ions, although it is 1 for the parent.

This matters when the model is given numbers. If a quoted range and straggle are the mean and standard deviation of the ions at rest in the solid, they are not the R and s of the parent. Stopped ions whose mean is 1.62 times their standard deviation are the ones described by a parent with R = s. Inserting the stopped-ion values directly as R and s would set r = 1.62 and predict too small a loss, because Φ(1.62) > Φ(1).

The meaning of Q matters as well. If the dose known to be in the solid is Q itself, the truncated curve must be divided by Φ(1). This restores the dose but leaves the mean and standard deviation unchanged, since a constant factor cancels from both.

**(d) Boron in silicon**

The retained dose is 0.8413 × 10¹⁵ cm⁻² = 8.41×10¹⁴ cm⁻², and 1.59×10¹⁴ cm⁻² is removed. The surface concentration, with s = 2.4×10⁻⁷ cm, is

n(0) = Q φ(1)/s = 10¹⁵ × 0.24197/(2.4×10⁻⁷) cm⁻³ = 1.01×10²¹ cm⁻³

The peak concentration is 1.66×10²¹ cm⁻³. The shift of the mean is

Δ = 0.2876 × 2.4 nm = 0.69 nm (6.9 Å)

The retained ions have mean depth 2.40 + 0.69 = 3.09 nm and standard deviation 0.794 × 2.4 = 1.90 nm. Boron at this energy stops at a mean depth of a few nanometres, with a spread of similar size. The parent parameters were chosen to give depths of that order; they are illustrative and not fitted to a measured profile.

**Comparison with the real case.** The estimates below use rough inputs and take one effect at a time.

Reflection: the removed area of a Gaussian is not a calculation of how many ions bounce back. If the reflected fraction were 0.10, the retained dose would be 9.0×10¹⁴ cm⁻², which is 7 percent above the truncated value.

Channelling: some ions travel deeper between rows of atoms. Suppose a tenth of the retained ions lie in an exponential tail that starts at R and has a decay length of 5 nm. Their mean depth is 2.4 + 5.0 = 7.4 nm, and the overall mean moves deeper by 0.10 × (7.4 − 3.09) = 0.43 nm. This is more than half the truncation shift, so 0.69 nm should not be read as a prediction of the full departure from R.

Native oxide: if the first 1 nm is oxide, and it stops ions as silicon does, the truncated Gaussian places 14 percent of the retained ions in it. This share rests on the chosen s and on the cut, which leaves n(0) at 61 percent of the peak. In a real implant, ions scattered back to the surface can escape, so the share is likely on the high side.

Moving surface: with a sputter yield of 0.2 atoms per ion, the surface recedes by 0.04 nm. If each retained boron atom adds the volume of one silicon atom, the solid swells by 0.17 nm. Both are smaller than Δ.

Annealing: let boron diffuse with constant diffusivity D and let none leave through the surface, so that dn/dx = 0 there. The retained dose is then constant, and

d(mean)/dt = (D/Q₊) ∫ from 0 to ∞ of x (d²n/dx²) dx = D n(0,t)/Q₊

by one integration by parts. The right-hand side is positive, so in this model annealing moves the mean still deeper.

For the size of the move, take D = 0.8 cm²/s × exp(−3.5 eV/kT). At 1300 K, kT = 0.112 eV and D = 2.2×10⁻¹⁴ cm²/s. In 1 s an ion's displacement has standard deviation d = √(2Dt) = 2.1 nm. The closed surface folds negative positions back into the solid, which is the same as adding an image source at −x₀. The mean depth of ions that start at x₀ is therefore the mean of |x| for a Gaussian centred at x₀ with width d. The results of (a) and (b) supply it. With q = x₀/d, the positive part contributes x₀ Φ(q) + d φ(q), and the folded part contributes −x₀ Φ(−q) + d φ(q):

mean of |x| = x₀ [Φ(q) − Φ(−q)] + 2d φ(q)

Averaging this over the truncated profile gives 3.43 nm, and a separate solution of the diffusion equation on a grid agrees to the digits shown. With this constant D, the anneal thus adds about 0.34 nm to the mean.

That figure depends on the constant D. The peak is 3.3 percent of the silicon atomic density and about 17 times a rough boron solubility of 1×10²⁰ cm⁻³, so clustering is to be expected and not all the boron can be assumed electrically active. Clustered boron hardly moves. The active boron, on the other hand, diffuses faster than the constant D allows: even at the solubility limit the holes outnumber the intrinsic carriers, roughly 10¹⁹ cm⁻³ at 1300 K, about tenfold, and the diffusivity of boron rises with the hole density. Implantation damage also changes the diffusivity. An oxide at the surface takes up boron, so the closed surface is an idealisation too. None of these effects is included, so the 0.34 nm illustrates the constant-D model and does not predict the result of a real anneal.

The numerical output lists these values with their inputs.

Table of computed values

```
General result for R = s
normal density phi(1): 0.241971
five-term series sum: 0.855646
Phi(1) from series: 0.841354
series error bound: 9.4e-06
retained fraction by quadrature: 0.841345
removed fraction: 0.158655
mean shift / s: 0.287600
retained mean / s: 1.287600
removed part mean / s: -0.525135
retained variance / s^2: 0.629686
retained spread / s: 0.793528
retained mean / retained spread: 1.6226
Example: boron in silicon, rough regime
ion energy: 500 eV
parent range R = straggle s: 2.40 nm
parent dose: 1.00e+15 cm^-2
retained dose: 8.4134e+14 cm^-2
removed dose: 1.5866e+14 cm^-2
surface concentration: 1.008e+21 cm^-3
peak concentration: 1.662e+21 cm^-3
retained mean depth: 3.0902 nm
mean shift: 0.6902 nm
mean shift converted: 6.902 angstrom
retained spread: 1.9045 nm
Neglected effects, rough inputs
assumed reflected fraction: 0.10
retained dose change: 7.0 percent
tail share of retained ions: 0.10
tail decay length: 5.0 nm
extra mean shift from tail: 0.431 nm
native oxide thickness: 1.0 nm
retained ions in oxide: 14.4 percent
diffusivity prefactor: 0.8 cm^2/s
diffusion activation energy: 3.5 eV
anneal temperature: 1300 K
anneal time: 1.0 s
thermal energy kT: 0.1120 eV
boron diffusivity: 2.16e-14 cm^2/s
diffusion spread sqrt(2Dt): 2.08 nm
mean after anneal, image source: 3.435 nm
mean after anneal, grid: 3.435 nm
mean change in anneal: 0.345 nm
silicon atomic density: 4.994e+22 cm^-3
assumed sputter yield: 0.2 atoms/ion
surface recession: 0.040 nm
swelling at silicon atomic volume: 0.168 nm
peak / silicon density: 3.3 percent
assumed boron solubility: 1.0e+20 cm^-3
peak / solubility: 16.6
```
